# Nonparabolicity coefficient of a two-band k.p conduction band: a numerical check

```python
"""
Result under test: for two k.p bands that both keep the free-electron term,
    E (1 + alpha E) = gamma + O(k^6),   alpha = (1 - mu)^2 / Eg.
E     : conduction energy above its edge (eV)
Eg    : gap (eV);  mu = m*/m0 : conduction edge mass ratio
x     : hbar^2 k^2 / (2 m0) (eV);  gamma = x / mu
Ep    : 2 p^2 / m0 (eV), p = interband momentum matrix element
The formulas are compared with series taken from matrix diagonalization.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq

mp.mp.dps = 50


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


def series(energy):
    """Coefficients c1, c2, c3 of energy(x) = c1 x + c2 x^2 + c3 x^3 + ..."""
    h = mp.mpf(10) ** (-12)
    g1, g2, g3 = [energy(n * h) / (n * h) for n in (1, 2, 3)]
    c3 = (g3 - 2 * g2 + g1) / (2 * h**2)
    c2 = (g2 - g1) / h - 3 * h * c3
    c1 = g1 - c2 * h - c3 * h**2
    return c1, c2, c3


def mass_alpha_beta(energy):
    """mu, alpha, beta in gamma = E + alpha E^2 + beta E^3 + ..."""
    c1, c2, c3 = series(energy)
    a2, a3 = c2 / c1**2, c3 / c1**3
    return 1 / c1, -a2, 2 * a2**2 - a3


def two_band(x, gap, ep, a_c=1, a_v=1):
    """Upper eigenvalue; a_c and a_v are the diagonal curvatures."""
    x, gap, ep = mp.mpf(x), mp.mpf(gap), mp.mpf(ep)
    w = mp.sqrt(ep * x)
    h = mp.matrix([[a_c * x, w], [w, -gap + a_v * x]])
    return max(mp.eigsy(h, eigvals_only=True))


def levi(i, j, k):
    return (i - j) * (j - k) * (k - i) // 2


PAULI = [[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]]


def eight_band(x, gap, ep, delta, direction):
    """s and three p orbitals with spin; spin-orbit term (delta/3) L.sigma."""
    x, gap, ep, delta = [mp.mpf(v) for v in (x, gap, ep, delta)]
    norm = mp.sqrt(sum(d * d for d in direction))
    h = mp.matrix(8, 8)
    for s in range(2):
        h[s, s] = x
        for j in range(3):
            r = 2 * (j + 1) + s
            h[r, r] += x - gap - delta / 3
            h[s, r] = h[r, s] = mp.sqrt(ep * x) * direction[j] / norm
            for k in range(3):
                for t in range(2):
                    for i in range(3):
                        h[r, 2 * (k + 1) + t] += (
                            delta / 3 * mp.mpc(0, -levi(i, j, k))
                            * PAULI[i][s][t])
    return max(mp.re(v) for v in mp.eighe(h, eigvals_only=True))


def seven_band(x, gap, ep, e_up, e_q, direction):
    """Spinless s, valence p and higher p' states; returns the s-like band."""
    n = np.array(direction, float)
    n /= np.linalg.norm(n)
    h = x * np.eye(7)
    for i in range(3):
        h[1 + i, 1 + i] -= gap
        h[4 + i, 4 + i] += e_up
        h[0, 1 + i] = h[1 + i, 0] = np.sqrt(ep * x) * n[i]
        for j in range(3):
            w = sum(abs(levi(i, j, k)) * n[k] for k in range(3))
            h[1 + i, 4 + j] = h[4 + j, 1 + i] = np.sqrt(e_q * x) * w
    return np.linalg.eigvalsh(h)[3]


# --- Series tests of the two-band formulas --------------------------------
for gap, ep in ((0.2, 20.0), (0.74, 17.0), (1.5, 6.0), (2.0, 1.0)):
    mu, alpha, beta = mass_alpha_beta(lambda x: two_band(x, gap, ep))
    assert close(mu, 1 / (1 + ep / gap), 1e-10)
    assert close(alpha, (1 - mu)**2 / gap, 1e-9)
    assert close(beta, -2 * mu * (1 - mu)**3 / gap**2, 1e-5)
    for a_c, a_v in ((1, 0), (0, 1), (0, 0), (-4, 1), (2, -3)):
        if a_c + ep / gap <= 0:
            continue
        m, a, _ = mass_alpha_beta(
            lambda x: two_band(x, gap, ep, a_c, a_v))
        assert abs(a - (1 - a_c * m) * (1 - a_v * m) / gap) < 1e-8
    for x in (0.001, 0.05, 0.8):
        root = x - gap / 2 + np.sqrt(gap**2 / 4 + ep * x)
        e = float(two_band(x, gap, ep))
        g = x / float(mu)
        assert abs(e - root) < 1e-12
        assert abs(e + (e - x)**2 / gap - g) < 1e-10 * (1 + g)


# --- Periodic potential in plane waves, all remote bands included ---------
# Units: hbar^2/(2 m0) = 1, half a reciprocal lattice vector = 1.
V = 0.2


def crystal_matrix(kappa, pairs):
    q = list(range(-2 * pairs + 1, 2 * pairs, 2))
    h = mp.matrix(len(q), len(q))
    for i, wave in enumerate(q):
        h[i, i] = (kappa + wave)**2
        if i:
            h[i, i - 1] = h[i - 1, i] = mp.mpf(V)
    return h, q


def crystal_series(pairs):
    def band(kappa):
        h, _ = crystal_matrix(kappa, pairs)
        return sorted(mp.eigsy(h, eigvals_only=True))[1]
    edge = band(mp.mpf(0))
    return mass_alpha_beta(lambda x: band(mp.sqrt(x)) - edge)


h0, waves = crystal_matrix(mp.mpf(0), 4)
levels, states = np.linalg.eigh(np.array(h0.tolist(), dtype=float))
gap_1d = levels[1] - levels[0]
p_1d = states[:, 1] @ (np.array(waves) * states[:, 0])
mu_1d, alpha_1d, _ = crystal_series(4)
alpha_small = crystal_series(3)[1]
mu_1d_kp = 1 / (1 + 4 * p_1d**2 / gap_1d)
full_1d = float(alpha_1d) * gap_1d
formula_1d = float((1 - mu_1d)**2)
basis_shift = abs(float(alpha_1d - alpha_small)) * gap_1d
assert close(float(mu_1d), mu_1d_kp, 2e-3)
assert abs(full_1d - formula_1d) < 2e-3      # remote bands are weak here
assert abs(full_1d - 1) > 0.1                # 1/Eg alone would fail
assert basis_shift < 1e-5

# --- Worked example: rough parameters of In0.53Ga0.47As -------------------
Eg, mu, density_cm3, T = 0.74, 0.041, 2e18, 300.0
h2m = const.hbar**2 / (2 * const.m_e) / const.e * 1e18      # eV nm^2
kT = const.k * T / const.e
density = density_cm3 * 1e-21                               # nm^-3
Ep = (1 / mu - 1) * Eg
alpha = (1 - mu)**2 / Eg
beta = -2 * mu * (1 - mu)**3 / Eg**2
alpha_diag = float(mass_alpha_beta(lambda x: two_band(x, Eg, Ep))[1])
assert close(alpha_diag, alpha, 1e-9)
kF = (3 * np.pi**2 * density)**(1 / 3)
xF = h2m * kF**2
gF = xF / mu
E_full = float(two_band(xF, Eg, Ep))
E_kane = (np.sqrt(1 + 4 * alpha * gF) - 1) / (2 * alpha)
E_quartic = gF - alpha * gF**2
assert abs(E_kane - E_full) < abs(E_quartic - E_full) < abs(gF - E_full)
dx = 1e-5 * xF
slope = float((two_band(xF + dx, Eg, Ep) - two_band(xF - dx, Eg, Ep))
              / (2 * dx))
mass_full = 1 / slope
mass_kane = mu * (1 + 2 * alpha * E_kane)
assert close(mass_kane, mass_full, 0.02)     # relation is truncated

# --- Spin-orbit splitting at fixed edge mass ------------------------------
delta = 0.33


def alpha_spin_orbit(d):
    return (1 - mu)**2 * ((2 * Eg + d) / (Eg * (Eg + d))
                          - 1 / (Eg + 2 * d / 3))


def ep_spin_orbit(d):
    return (1 / mu - 1) * Eg * (Eg + d) / (Eg + 2 * d / 3)


for d in (0.0, delta, 1.5):
    for direction in ((0, 0, 1), (1, 2, 3)):
        m, a, _ = mass_alpha_beta(lambda x: eight_band(
            x, Eg, ep_spin_orbit(d), d, direction))
        assert close(m, mu, 1e-9)
        assert close(a, alpha_spin_orbit(d), 1e-8)
assert close(alpha_spin_orbit(1e7), alpha, 1e-5)
alpha_so = alpha_spin_orbit(delta)
E_so = float(eight_band(xF, Eg, ep_spin_orbit(delta), delta, (0, 0, 1)))

# --- Remote bands: trial curvature of the conduction edge, same mass ------
remote = -5.0
a_c = 1 + remote
ep_remote = (1 / mu - a_c) * Eg
alpha_remote = float(mass_alpha_beta(
    lambda x: two_band(x, Eg, ep_remote, a_c, 1))[1])
E_remote = float(two_band(xF, Eg, ep_remote, a_c, 1))

# --- Warping from higher p-like states ------------------------------------
e_up, e_q = 3.7, 15.0
E_100 = seven_band(xF, Eg, Ep, e_up, e_q, (1, 0, 0))
E_110 = seven_band(xF, Eg, Ep, e_up, e_q, (1, 1, 0))
E_111 = seven_band(xF, Eg, Ep, e_up, e_q, (1, 1, 1))
assert abs(E_100 - E_full) < 1e-10

# --- Temperature and satellite valleys ------------------------------------


def chemical_potential(nodes):
    t, w = np.polynomial.legendre.leggauss(nodes)
    k, w = t + 1.0, w                         # interval 0 to 2 nm^-1
    x = h2m * k**2
    e = x - Eg / 2 + np.sqrt(Eg**2 / 4 + Ep * x)

    def excess(level):
        f = 1 / (1 + np.exp((e - level) / kT))
        return np.sum(w * k**2 * f) / np.pi**2 - density
    return brentq(excess, -0.3, 0.5, xtol=1e-13)


level_T = chemical_potential(160)
mesh_shift = abs(level_T - chemical_potential(80))
assert mesh_shift < 1e-6
gap_rise = 0.07
gap_cold = Eg + gap_rise
mu_cold = 1 / (1 + Ep / gap_cold)
alpha_cold = (1 - mu_cold)**2 / gap_cold
E_L, mass_L = 0.5, 0.5
n_L = 2 * (mass_L * kT / (4 * np.pi * h2m))**1.5 * np.exp(
    (level_T - E_L) / kT)
fraction_L = n_L / density

# --- Output ---------------------------------------------------------------


def show(label, value, unit="", form=".4f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("Plane-wave test, potential V (hbar^2/2m0 = 1)", V)
show("Plane-wave test, gap", gap_1d)
show("Plane-wave test, m*/m0 from band", float(mu_1d))
show("Plane-wave test, m*/m0 from two-band k.p", mu_1d_kp)
show("Plane-wave test, alpha*Eg from band", full_1d, form=".5f")
show("Plane-wave test, (1-m*/m0)^2", formula_1d, form=".5f")
show("Plane-wave test, alpha*Eg shift, 6 to 8 waves", basis_shift,
     form=".1e")
show("Gap Eg (rough)", Eg, "eV", ".2f")
show("Edge mass m*/m0 (rough)", mu, "", ".3f")
show("Electron density", density_cm3, "cm^-3", ".1e")
show("Temperature", T, "K", ".0f")
show("hbar^2/(2 m0)", h2m, "eV nm^2", ".5f")
show("Ep from Eg and m*", Ep, "eV", ".2f")
show("alpha from formula", alpha, "1/eV")
show("alpha from diagonalization", alpha_diag, "1/eV")
show("alpha with one free-electron term", (1 - mu) / Eg, "1/eV")
show("alpha with no free-electron term, 1/Eg", 1 / Eg, "1/eV")
show("beta, next coefficient", beta, "1/eV^2")
show("Fermi wavevector", kF, "1/nm")
show("Free-electron energy x at kF", xF, "eV", ".5f")
show("Parabolic energy gamma at kF", gF, "eV", ".5f")
show("Full two-band energy at kF", E_full, "eV", ".5f")
show("Nonparabolic relation energy at kF", E_kane, "eV", ".5f")
show("Truncated quartic energy at kF", E_quartic, "eV", ".5f")
show("Relation minus full energy", 1e3 * (E_kane - E_full), "meV", ".3f")
show("Quartic minus full energy", 1e3 * (E_quartic - E_full), "meV", ".2f")
show("Parabola minus full energy", 1e3 * (gF - E_full), "meV", ".2f")
show("Transport mass/m0 at kF, full", mass_full, "", ".5f")
show("Transport mass/m0 at kF, relation", mass_kane, "", ".5f")
show("Spin-orbit splitting (rough)", delta, "eV", ".2f")
show("alpha with spin-orbit splitting", alpha_so, "1/eV")
show("Energy shift at kF, spin-orbit", 1e3 * (E_so - E_full), "meV", ".2f")
show("Trial remote curvature (units 1/m0, rough)", remote, "", ".1f")
show("alpha with remote curvature", alpha_remote, "1/eV")
show("Energy shift at kF, remote", 1e3 * (E_remote - E_full), "meV", ".2f")
show("Higher p level above edge (rough)", e_up, "eV", ".1f")
show("Coupling energy to higher p level (rough)", e_q, "eV", ".1f")
show("Warping at kF, [110] minus [100]", 1e3 * (E_110 - E_100), "meV", ".2f")
show("Warping at kF, [111] minus [100]", 1e3 * (E_111 - E_100), "meV", ".2f")
show("Thermal energy kT", 1e3 * kT, "meV", ".2f")
show("Fermi energy / kT", E_full / kT, "", ".2f")
show("Chemical potential at temperature", level_T, "eV", ".5f")
show("Thermal shift of level", 1e3 * (level_T - E_full), "meV", ".2f")
show("Mesh shift of level, 80 to 160 nodes", 1e3 * mesh_shift, "meV", ".1e")
show("Gap rise on cooling (rough)", gap_rise, "eV", ".2f")
show("m*/m0 after cooling, Ep fixed", mu_cold, "", ".4f")
show("alpha after cooling", alpha_cold, "1/eV")
show("L valley height (rough)", E_L, "eV", ".1f")
show("L valley density-of-states mass/m0 (rough)", mass_L, "", ".1f")
show("L valley to Gamma electron ratio", fraction_L, "", ".1e")
print("every check passed")
```

Running it gives:

```
Plane-wave test, potential V (hbar^2/2m0 = 1): 0.2000
Plane-wave test, gap: 0.3998
Plane-wave test, m*/m0 from band: 0.0907
Plane-wave test, m*/m0 from two-band k.p: 0.0907
Plane-wave test, alpha*Eg from band: 0.82708
Plane-wave test, (1-m*/m0)^2: 0.82689
Plane-wave test, alpha*Eg shift, 6 to 8 waves: 3.3e-11
Gap Eg (rough): 0.74 eV
Edge mass m*/m0 (rough): 0.041
Electron density: 2.0e+18 cm^-3
Temperature: 300 K
hbar^2/(2 m0): 0.03810 eV nm^2
Ep from Eg and m*: 17.31 eV
alpha from formula: 1.2428 1/eV
alpha from diagonalization: 1.2428 1/eV
alpha with one free-electron term: 1.2959 1/eV
alpha with no free-electron term, 1/Eg: 1.3514 1/eV
beta, next coefficient: -0.1321 1/eV^2
Fermi wavevector: 0.3898 1/nm
Free-electron energy x at kF: 0.00579 eV
Parabolic energy gamma at kF: 0.14118 eV
Full two-band energy at kF: 0.12271 eV
Nonparabolic relation energy at kF: 0.12252 eV
Truncated quartic energy at kF: 0.11641 eV
Relation minus full energy: -0.184 meV
Quartic minus full energy: -6.30 meV
Parabola minus full energy: 18.47 meV
Transport mass/m0 at kF, full: 0.05327
Transport mass/m0 at kF, relation: 0.05349
Spin-orbit splitting (rough): 0.33 eV
alpha with spin-orbit splitting: 1.1443 1/eV
Energy shift at kF, spin-orbit: 1.17 meV
Trial remote curvature (units 1/m0, rough): -5.0
alpha with remote curvature: 1.5085 1/eV
Energy shift at kF, remote: -3.39 meV
Higher p level above edge (rough): 3.7 eV
Coupling energy to higher p level (rough): 15.0 eV
Warping at kF, [110] minus [100]: -2.84 meV
Warping at kF, [111] minus [100]: -3.76 meV
Thermal energy kT: 25.85 meV
Fermi energy / kT: 4.75
Chemical potential at temperature: 0.11535 eV
Thermal shift of level: -7.35 meV
Mesh shift of level, 80 to 160 nodes: 1.1e-10 meV
Gap rise on cooling (rough): 0.07 eV
m*/m0 after cooling, Ep fixed: 0.0447
alpha after cooling: 1.1267 1/eV
L valley height (rough): 0.5 eV
L valley density-of-states mass/m0 (rough): 0.5
L valley to Gamma electron ratio: 1.5e-06
every check passed
```
